\section*{Steady Current-Driven Motion of a Rigid Domain Wall}

\section{The torques and the force balance}

Q: A current sent through a magnetic wire is said to carry a domain wall along at a definite velocity. Before I accept any velocity, I want to know which wall and which wire you mean.

A: Take a straight, uniform wire along $x$, with magnetization $M_s\mathbf m(x,t)$ and $|\mathbf m|=1$. The magnetization does not vary across the wire. There are no defects, no thermal agitation and, for now, no applied field. The energy per cross-sectional area is
\begin{equation}
E=\int\left[A|\partial_x\mathbf m|^2+K(1-m_z^2)+K_\perp m_y^2\right]dx .
\label{energy}
\end{equation}
Here $A$ is the exchange stiffness, $K>0$ makes $z$ the easy axis, and $K_\perp>0$ makes $y$ a hard axis. The magnetostatic energy is represented by these local anisotropies, which is an approximation. The wall joins a domain with $m_z=+1$ on the left to one with $m_z=-1$ on the right.

Q: Which field does the magnetization feel?

A: It follows from a small variation of the energy:
\begin{equation}
\delta E=\int\left[2A\,\partial_x\mathbf m\cdot\partial_x\delta\mathbf m-2Km_z\delta m_z+2K_\perp m_y\delta m_y\right]dx .
\end{equation}
Integrate the first term by parts. The boundary term vanishes because the domains are uniform. Defining the field through $\delta E=-M_s\int\mathbf B\cdot\delta\mathbf m\,dx$ gives
\begin{equation}
\mathbf B=\frac{1}{M_s}\left(2A\,\partial_x^2\mathbf m+2Km_z\hat{\mathbf z}-2K_\perp m_y\hat{\mathbf y}\right).
\label{field}
\end{equation}
A component of $\mathbf B$ along $\mathbf m$ has no effect, since $\mathbf B$ will enter through $\mathbf m\times\mathbf B$. Without current the equation of motion is
\begin{equation}
\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\partial_t\mathbf m ,
\label{llg}
\end{equation}
with $\gamma>0$ and damping constant $\alpha>0$.

Q: How do I know that the damping term has the right sign?

A: It must lower the energy. For any vector $\mathbf w$ perpendicular to $\mathbf m$,
\begin{equation}
(\mathbf m\times\mathbf B)\cdot(\mathbf m\times\mathbf w)
=(\mathbf m\cdot\mathbf m)(\mathbf B\cdot\mathbf w)-(\mathbf m\cdot\mathbf w)(\mathbf B\cdot\mathbf m)
=\mathbf B\cdot\mathbf w .
\label{identity}
\end{equation}
Because $|\mathbf m|=1$, the derivative $\partial_t\mathbf m$ is perpendicular to $\mathbf m$. Take the scalar product of Eq.~(\ref{llg}) with $\mathbf m\times\partial_t\mathbf m$. The left side vanishes, and Eq.~(\ref{identity}) with $\mathbf w=\partial_t\mathbf m$ leaves
\begin{equation}
0=-\gamma\,\mathbf B\cdot\partial_t\mathbf m+\alpha|\partial_t\mathbf m|^2 .
\end{equation}
Hence
\begin{equation}
\frac{dE}{dt}=-M_s\int\mathbf B\cdot\partial_t\mathbf m\,dx
=-\frac{\alpha M_s}{\gamma}\int|\partial_t\mathbf m|^2dx\le0 .
\end{equation}

Q: Now switch on the current. Why should electrons exert a torque on a texture at all?

A: Because their spins turn as they cross it, and angular momentum is conserved. Let the electrons flow towards $+x$, and let $J$ be the magnitude of the current density, so that $J/e$ electrons cross unit area per unit time. Let $P$ be the spin polarization of this flow, positive when most carriers have their magnetic moment along $\mathbf m$. An electron's spin is opposite to its moment, so the flow carries the angular-momentum current
\begin{equation}
\mathbf j=-\frac{\hbar}{2}\frac{PJ}{e}\,\mathbf m .
\end{equation}
This assumes that the carrier spins follow the local magnetization, which is the adiabatic limit of a smooth texture. The magnetization itself has angular-momentum density $-M_s\mathbf m/\gamma$. What the flow loses per volume, $-\partial_x\mathbf j$, the magnetization gains:
\begin{equation}
-\frac{M_s}{\gamma}\,\partial_t\mathbf m=-\partial_x\mathbf j=\frac{\hbar PJ}{2e}\,\partial_x\mathbf m .
\end{equation}
Multiplication by $-\gamma/M_s$ gives the adiabatic torque
\begin{equation}
\partial_t\mathbf m\big|_{\rm ad}=-u\,\partial_x\mathbf m,\qquad
u=\frac{\hbar\gamma PJ}{2eM_s}.
\label{drift}
\end{equation}
The quantity $u$ is the spin-drift velocity. It points along the electron flow for $P>0$, which is against the conventional current, and it changes sign when the current is reversed.

Q: Then we are finished. The equation $\partial_t\mathbf m=-u\,\partial_x\mathbf m$ is solved by $\mathbf m(x-ut)$, so the wall moves at $u$.

A: It would, if this were the whole equation. The moving texture also has damping and internal fields, and the carriers do not follow the magnetization perfectly. Imperfect following and spin relaxation in the electron system add a second torque. We can restrict its form. It must be perpendicular to $\mathbf m$, since $|\mathbf m|$ is fixed. For a smooth texture we keep terms linear in $\partial_x\mathbf m$, and we assume that the electron system singles out no direction in spin space apart from $\mathbf m$. The two available vectors are then $\partial_x\mathbf m$ and $\mathbf m\times\partial_x\mathbf m$. The first is already present. The coefficient of the second is written $\beta u$:
\begin{equation}
\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\partial_t\mathbf m
-u\,\partial_x\mathbf m+\beta u\,\mathbf m\times\partial_x\mathbf m .
\label{full}
\end{equation}
The last term is the nonadiabatic torque. The dimensionless $\beta$ is a material parameter here, taken as constant. Its value needs a theory of the electrons, which this equation does not contain.

Q: You have added a small correction to a large torque. Surely it changes the velocity by a small amount.

A: That depends on what opposes each torque. Suppose the wall moves rigidly at a constant velocity $v$, so that $\mathbf m=\mathbf m(x-vt)$. Let a prime denote the derivative with respect to $x-vt$. Then $\partial_t\mathbf m=-v\mathbf m'$, and Eq.~(\ref{full}) becomes
\begin{equation}
-v\mathbf m'=-\gamma\,\mathbf m\times\mathbf B-\alpha v\,\mathbf m\times\mathbf m'
-u\mathbf m'+\beta u\,\mathbf m\times\mathbf m' .
\end{equation}
Move the field term to the left and $-v\mathbf m'$ to the right:
\begin{equation}
\gamma\,\mathbf m\times\mathbf B=(v-u)\,\mathbf m'+(\beta u-\alpha v)\,\mathbf m\times\mathbf m' .
\label{rigid}
\end{equation}
The adiabatic torque stands beside the motion of the texture, and the nonadiabatic torque stands beside the damping. The vectors $\mathbf m'$ and $\mathbf m\times\mathbf m'$ are perpendicular to each other, so the two brackets can be separated by projection.

Q: Project, then. I expect the unknown wall shape to spoil the answer.

A: Take the scalar product of Eq.~(\ref{rigid}) with $\mathbf m\times\mathbf m'$. The term in $v-u$ vanishes. Equation~(\ref{identity}) with $\mathbf w=\mathbf m'$ turns the left side into $\gamma\mathbf B\cdot\mathbf m'$, and $|\mathbf m\times\mathbf m'|^2=|\mathbf m'|^2$. Thus
\begin{equation}
\gamma\,\mathbf B\cdot\mathbf m'=(\beta u-\alpha v)|\mathbf m'|^2 .
\label{local}
\end{equation}
From Eq.~(\ref{field}),
\begin{align}
M_s\mathbf B\cdot\mathbf m'
&=2A\,\mathbf m''\cdot\mathbf m'+2Km_zm_z'-2K_\perp m_ym_y'\nonumber\\
&=\frac{d}{dx}\left[A|\mathbf m'|^2+Km_z^2-K_\perp m_y^2\right].
\label{total}
\end{align}
In both domains $\mathbf m'=0$, $m_y=0$ and $m_z^2=1$, so the bracket equals $K$ at both ends and the integral over the wire is $K-K=0$. Integrating Eq.~(\ref{local}) gives
\begin{equation}
0=(\beta u-\alpha v)\,I,\qquad I=\int|\mathbf m'|^2dx .
\end{equation}
A wall joins two different directions, so $I>0$. Since also $\alpha>0$,
\begin{equation}
v=\frac{\beta}{\alpha}\,u .
\label{law}
\end{equation}
No wall shape was used. The small coefficient $\beta$ matters because it is compared with another small coefficient, $\alpha$.

Q: I distrust an integral that vanishes so conveniently. What does it mean?

A: Multiplied by $-M_s$, the integral of $\mathbf B\cdot\mathbf m'$ is the total force per cross-sectional area that the wall's own energy exerts on the wall. Shift the texture rigidly by a small distance $s$, which means $\delta\mathbf m=-s\,\mathbf m'$. The energy changes by $\delta E=sM_s\int\mathbf B\cdot\mathbf m'dx$. In a uniform wire with two equivalent domains the position of the wall costs nothing, so this integral must be zero. A defect makes the energy depend on position. The integral then need not vanish, and Eq.~(\ref{law}) is lost. That is how pinning enters.

The same balance can be read as one of power. Multiply the integrated form of Eq.~(\ref{local}) by $M_sv/\gamma$. Damping dissipates $(M_s/\gamma)\alpha v^2I$ per area, and the nonadiabatic torque supplies $(M_s/\gamma)\beta uvI$. In steady motion the two are equal.

Q: An applied field also moves walls. Does the nonadiabatic torque differ from a field in any way?

A: Add a field $B_a\hat{\mathbf z}$. It contributes $B_a\int m_z'dx=-2B_a$ to the integral of $\mathbf B\cdot\mathbf m'$, because $m_z$ falls from $+1$ to $-1$. The balance becomes
\begin{equation}
-2\gamma B_a=(\beta u-\alpha v)I
\quad\Longrightarrow\quad
v=\frac{\beta u}{\alpha}+\frac{2\gamma B_a}{\alpha I}.
\label{withfield}
\end{equation}
Both drives enter the same balance, but the field's share of the velocity depends on the wall shape through $I$, while the current's share does not. The polarity of the wall also matters. For a wall of opposite polarity, with $m_z$ rising from $-1$ to $+1$, the field term changes sign and the current term does not. A field therefore drives neighbouring walls towards or away from each other, while the current drives them the same way. A racetrack memory relies on this, since its stored domains must be shifted together. I set $B_a=0$ again from here on.

Q: The adiabatic torque has vanished from your answer, apart from defining $u$. Did it do nothing?

A: It sits in the other projection. Insert $\alpha v=\beta u$ into Eq.~(\ref{rigid}), so that $\gamma\,\mathbf m\times\mathbf B=(v-u)\mathbf m'$, and take the $z$ component. By Eq.~(\ref{field}),
\begin{align}
(\mathbf m\times\mathbf B)_z&=m_xB_y-m_yB_x\nonumber\\
&=\frac{2A}{M_s}\frac{d}{dx}\left(m_xm_y'-m_ym_x'\right)-\frac{2K_\perp}{M_s}m_xm_y .
\end{align}
The derivative was formed using the cancellation of the two products $m_x'm_y'$. It integrates to zero. On the other side $\int m_z'dx=-2$. Therefore
\begin{equation}
-\frac{2\gamma K_\perp}{M_s}\int m_xm_y\,dx=-2(v-u),
\end{equation}
which is
\begin{equation}
v-u=\frac{\gamma K_\perp}{M_s}\int m_xm_y\,dx .
\label{tiltgeneral}
\end{equation}
The adiabatic torque on its own would carry the wall at $u$. The difference between $v$ and $u$ has to come from the hard-axis anisotropy, and it does so when the magnetization inside the wall tilts away from the $x$ axis.

Q: And if the wire has no hard axis?

A: Then Eq.~(\ref{tiltgeneral}) demands $v=u$, while Eq.~(\ref{law}) demands $v=\beta u/\alpha$. For $u\ne0$ and $\beta\neq\alpha$ both cannot hold, so rigid motion is impossible.

Q: So what you have shown is conditional: if the wall moves rigidly, this is its velocity. A finite $K_\perp$ may still be too weak to allow such motion.

A: That is correct. The projection fixes the velocity of a rigid motion without proving that one exists. For that we need the wall itself.

\section{Existence, breakdown and a worked example}

Q: Put down what you are carrying over.

A: The wire has exchange stiffness $A$, easy-axis anisotropy $K$ along $z$, hard-axis anisotropy $K_\perp$ along $y$ and magnetization $M_s$. The damping is $\alpha$, the nonadiabaticity is $\beta$, and $u=\hbar\gamma PJ/(2eM_s)$ is the spin-drift velocity along the electron flow. The equation of motion is
\begin{equation}
\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\partial_t\mathbf m
-u\,\partial_x\mathbf m+\beta u\,\mathbf m\times\partial_x\mathbf m ,
\label{again}
\end{equation}
with $M_s\mathbf B=2A\,\partial_x^2\mathbf m+2Km_z\hat{\mathbf z}-2K_\perp m_y\hat{\mathbf y}$. The wall has $m_z=+1$ on its left. If it moves rigidly, then $v=\beta u/\alpha$, and the hard axis must supply $v-u$.

Q: Show me a wall that does it.

A: Write $\mathbf m=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$ and let $\phi$ be the same everywhere in the wall. With the unit vectors $\mathbf e_\theta$ and $\mathbf e_\phi$, for which $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$,
\begin{equation}
\partial_x\mathbf m=\theta'\mathbf e_\theta,\qquad
\partial_t\mathbf m=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi .
\end{equation}
The $\mathbf e_\theta$ and $\mathbf e_\phi$ components of Eq.~(\ref{again}) are
\begin{align}
\dot\theta&=\gamma B_\phi-\alpha\sin\theta\,\dot\phi-u\theta',\label{thetaeq}\\
\sin\theta\,\dot\phi&=-\gamma B_\theta+\alpha\dot\theta+\beta u\theta'.\label{phieq}
\end{align}
Projecting the field on $\mathbf e_\theta=(\cos\theta\cos\phi,\cos\theta\sin\phi,-\sin\theta)$ and $\mathbf e_\phi=(-\sin\phi,\cos\phi,0)$ gives
\begin{align}
B_\theta&=\frac{2}{M_s}\left[A\theta''-(K+K_\perp\sin^2\phi)\sin\theta\cos\theta\right],\\
B_\phi&=-\frac{K_\perp}{M_s}\sin\theta\sin2\phi .
\end{align}
Now try the profile $\tan(\theta/2)=e^{(x-X)/\Delta}$, with centre $X$ and width $\Delta$. Differentiation gives $\theta'/[2\cos^2(\theta/2)]=\tan(\theta/2)/\Delta$, hence
\begin{equation}
\theta'=\frac{\sin\theta}{\Delta},\qquad
\theta''=\frac{\cos\theta\,\theta'}{\Delta}=\frac{\sin\theta\cos\theta}{\Delta^2}.
\end{equation}
With these, $B_\theta=0$ at every $x$ if
\begin{equation}
\Delta(\phi)=\sqrt{\frac{A}{K+K_\perp\sin^2\phi}} .
\label{width}
\end{equation}

Q: The width depends on $\phi$, and $\phi$ may change in time. What happens to $\dot\theta$?

A: In full,
\begin{equation}
\dot\theta=-\frac{\sin\theta}{\Delta}\left[\dot X+\frac{x-X}{\Delta}\dot\Delta\right].
\end{equation}
I drop the term in $\dot\Delta$. This is an approximation during a transient, and it costs nothing in a steady state, where $\dot\Delta=0$. Every remaining term of Eqs.~(\ref{thetaeq}) and (\ref{phieq}) is proportional to $\sin\theta$. Division by it gives
\begin{align}
-\frac{\dot X}{\Delta}&=-\frac{\gamma K_\perp}{M_s}\sin2\phi-\alpha\dot\phi-\frac u\Delta,\\
\dot\phi&=-\frac{\alpha\dot X}{\Delta}+\frac{\beta u}{\Delta}.
\end{align}
Multiplying the first line by $-\Delta$, we have
\begin{align}
\dot X&=u+\alpha\Delta\dot\phi+V(\phi),\qquad
V(\phi)=\frac{\gamma K_\perp}{M_s}\Delta(\phi)\sin2\phi,\label{xdot}\\
\dot\phi&=\frac{\beta u-\alpha\dot X}{\Delta}.\label{phidot}
\end{align}
The adiabatic torque drives the position $X$. The nonadiabatic torque drives the angle $\phi$, as a field along $z$ would.

Q: If the nonadiabatic torque turns the angle, how can it fix the velocity?

A: Through the anisotropy. Insert Eq.~(\ref{xdot}) into Eq.~(\ref{phidot}):
\begin{align}
\Delta\dot\phi&=\beta u-\alpha u-\alpha^2\Delta\dot\phi-\alpha V,\nonumber\\
(1+\alpha^2)\Delta\dot\phi&=(\beta-\alpha)u-\alpha V(\phi).
\label{angle}
\end{align}
Start from a resting wall with $\phi=0$. Since $V(0)=0$, the angle first turns at a rate set by $\beta-\alpha$, and
\begin{equation}
\dot X(0)=u+\frac{\alpha(\beta-\alpha)u}{1+\alpha^2}=\frac{1+\alpha\beta}{1+\alpha^2}\,u .
\label{initial}
\end{equation}
The wall starts close to $u$ when $\alpha$ and $\beta$ are small. As it tilts, $|V|$ grows and, if the current is not too strong, $\dot\phi$ falls to zero. Then
\begin{equation}
\dot X=\frac{\beta}{\alpha}u,\qquad V(\phi)=\left(\frac\beta\alpha-1\right)u .
\label{steady}
\end{equation}
Both components of the equation of motion now hold at every $x$, so this is a rigid solution of the full equation.

Q: Is it stable?

A: Within these two equations, yes, where $V$ rises with $\phi$. A small deviation $\delta\phi$ obeys $(1+\alpha^2)\Delta\,\delta\dot\phi=-\alpha V'(\phi)\,\delta\phi$ and decays with the time
\begin{equation}
\tau=\frac{(1+\alpha^2)\Delta}{\alpha V'(\phi)} .
\label{tau}
\end{equation}

Q: But $V$ is bounded, so a strong current must win.

A: It does, and the bound gives the breakdown. Let $s=\sin^2\phi$, $\kappa=K_\perp/K$ and $q=\sqrt{1+\kappa}$. From $\sin^22\phi=4s(1-s)$,
\begin{equation}
V^2=\left(\frac{\gamma K_\perp}{M_s}\right)^2\frac AK\,\frac{4s(1-s)}{1+\kappa s}.
\end{equation}
The derivative of the last fraction vanishes when
\begin{equation}
(1-2s)(1+\kappa s)-\kappa s(1-s)=1-2s-\kappa s^2=0 .
\end{equation}
The positive root is $s=(q-1)/\kappa=1/(1+q)$, because $\kappa=(q-1)(q+1)$. There $1-s=q/(1+q)$ and $1+\kappa s=q$, so the fraction equals $4/(1+q)^2$. Hence
\begin{equation}
V_{\max}=\frac{\gamma K_\perp}{M_s}\sqrt{\frac AK}\,\frac{2}{1+q}
=\frac{2\gamma\sqrt{AK}}{M_s}\left(\sqrt{1+\frac{K_\perp}{K}}-1\right),
\end{equation}
where $K_\perp=K(q-1)(q+1)$ was used. Since $V(-\phi)=-V(\phi)$, Eq.~(\ref{steady}) has a stable solution for
\begin{equation}
|u|<u_c=\frac{V_{\max}}{|\beta/\alpha-1|}.
\label{uc}
\end{equation}

Q: What becomes of the wall above $u_c$?

A: In this model $\dot\phi$ never vanishes and the angle keeps turning. Equation~(\ref{phidot}) then reads
\begin{equation}
\dot X=\frac{\beta u}{\alpha}-\frac{\Delta\dot\phi}{\alpha}.
\label{loss}
\end{equation}
For $u>0$ and $\beta>\alpha$ we have $\dot\phi>0$, and the wall is slower than $\beta u/\alpha$. For $\beta<\alpha$ it is faster.

Q: Test the idea on awkward cases. What if $\beta=0$?

A: Then, below $u_c$, the steady velocity is zero, but the wall does move at first. Integrating Eq.~(\ref{loss}) from rest gives
\begin{equation}
X(t)=\frac{\beta u}{\alpha}t-\frac1\alpha\int_0^{\phi(t)}\Delta(\varphi)\,d\varphi .
\label{shift}
\end{equation}
For $\beta=0$ and $0<u<u_c$ the angle settles at a negative value, so the wall advances a finite distance and stops. If $\beta=\alpha$, no tilt is needed, $v=u$, and $u_c$ is infinite in this model. If $K_\perp=0$, then $V=0$. For $\beta\neq\alpha$ the wall then turns steadily, and it keeps the velocity of Eq.~(\ref{initial}).

Q: Give me numbers.

A: Take round model values: $A=10$~pJ/m, $K=100$~kJ/m$^3$, $K_\perp=20$~kJ/m$^3$, $M_s=500$~kA/m, $\alpha=0.1$, $\beta=0.2$, $P=0.5$ and $J=5\times10^{11}$~A/m$^2$. With $\gamma=1.761\times10^{11}$~rad/(s\,T),
\begin{equation}
u=\frac{\hbar}{2e}\,\frac{1.761\times10^{11}\times0.5\times5\times10^{11}}{5\times10^5}=29.0~\text{m/s},
\end{equation}
and $v=(0.2/0.1)u=58.0$~m/s. The tilt must supply $v-u=29.0$~m/s. Solving $V(\phi)=29.0$~m/s numerically by bracketing the root gives $\phi=12.2^\circ$, with $\Delta=9.96$~nm. Equation~(\ref{tau}) gives $\tau=0.80$~ns. For the breakdown,
\begin{equation}
u_c=V_{\max}=704~\text{m/s}\times(\sqrt{1.2}-1)=67.2~\text{m/s},
\end{equation}
since $|\beta/\alpha-1|=1$. The critical current density is $J u_c/u=1.16\times10^{12}$~A/m$^2$, and the wall velocity there is 134~m/s.

Q: All this rests on a uniform angle. Let the wall choose its own shape.

A: That requires integrating Eq.~(\ref{again}) in space and time. Write it as $\partial_t\mathbf m=\mathbf T+\alpha\,\mathbf m\times\partial_t\mathbf m$, where $\mathbf T$ holds the other terms. Crossing with $\mathbf m$ gives $\mathbf m\times\partial_t\mathbf m=\mathbf m\times\mathbf T-\alpha\,\partial_t\mathbf m$, so
\begin{equation}
\partial_t\mathbf m=\frac{\mathbf T+\alpha\,\mathbf m\times\mathbf T}{1+\alpha^2}.
\end{equation}
I used finite differences on 5~nm cells and a fourth-order Runge--Kutta method, restoring $|\mathbf m|=1$ after each step. The current is switched on at once on a resting, untilted wall and acts for 7.1~ns. Final velocities are averages over the last 0.35~ns.

The example ends at 57.9~m/s with a tilt of $12.2^\circ$. Its velocity is 0.15\% below $\beta u/\alpha$. The finite cells cause this: the deficit falls to 0.05\% on 4~nm cells and to 0.015\% on 3~nm cells. Three other runs change $\beta$ or $K_\perp$ at the same current:
\begin{itemize}
\item For $\beta=\alpha/2$ the velocity is 14.5~m/s, as the law requires.
\item For $\beta=0$ the wall advances 21.3~nm, the value given by Eq.~(\ref{shift}).
\item For $K_\perp=0$ it moves at 29.2~m/s (29.3~m/s on 3~nm cells), against 29.3~m/s from Eq.~(\ref{initial}).
\end{itemize}

Q: Did the wall with $\beta=0$ really stop?

A: Nearly. Its final velocity is 0.03~m/s, or 0.1\% of $u$. Relaxation alone would leave roughly $29\,e^{-7.1/0.80}\approx0.004$~m/s, and most of the remainder comes from the finite cells: on 4~nm and 3~nm cells the final velocity is 0.004~m/s.

Q: And near the breakdown?

A: At $0.8u_c$ the run gives 107.3~m/s (107.5~m/s on 3~nm cells), where the law gives 107.6~m/s. At $1.2u_c$, where $u=80.7$~m/s, $\beta u/\alpha$ would be 161~m/s. The wall averages 95~m/s over the second half of the run, and its angle has reached $194^\circ$ at the end. On 3~nm cells the final angle is $192^\circ$. This average does not cover a whole period of the motion, so it is not the long-time mean. The velocity repeats after each half turn of the angle, which takes 6.8~ns, and its mean over that time is 117~m/s. With $\beta=\alpha$ and the same $u$, the wall moves at 80.6~m/s and does not break down.

Q: Then what may I say about a short pulse in a device?

A: While the pulse lasts, use Eq.~(\ref{shift}), not $v$ times the duration. In the example $vt$ is about 410~nm for the 7.1~ns of the run, and the tilt costs 21~nm, leaving about 390~nm. When the current ends, the angle relaxes to zero. Equation~(\ref{shift}) with $u=0$ in that stage returns the 21~nm. In this pinning-free model, with the pulse below breakdown and full relaxation afterwards, the total displacement is therefore $(\beta/\alpha)u$ times the pulse duration. A pinned wall need not follow this rule. The model also leaves out Joule heating, which can change the material parameters during a pulse at such current densities, and any torques from adjacent heavy-metal layers.

Numerical values quoted here were computed with a short program.
